# Film and repeated-slab basis sizes, and the vacuum surface states need: a program that tests the result

```python
"""Film geometry against repeated slabs, and surface-state splitting.

Results under test (hartree atomic units):
  basis-size ratio at equal cutoff = slab period / film basis period;
  splitting across vacuum of width w = 2 kappa B2 exp(-kappa w), where
  kappa = sqrt(-2 E0), E0 = surface-state energy relative to vacuum, and
  B2 = normalized density of the surface state at the vacuum edge;
  repeated slab: splitting = |Ds +- Dv exp(i k L)|, where Dv is the splitting
  across vacuum, Ds the one through the film, L the period.
Model: V = -U - 2 VG cos(2 pi x / a) in the crystal, x measured from the
surface plane, and V = 0 in vacuum.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
MEV = 1000.0 * EV
ANG = physical_constants["Bohr radius"][0] * 1e10

a, U, VG = 4.0, 0.45, 0.12          # layer spacing, mean depth, Fourier term
TARGET = 1.0 / MEV                  # one meV in hartree
LAYERS = 9
MARGIN = 2.0                        # film vacuum starts this far outside
EXCESS = 2.0                        # film basis period minus D
E_VAC = -0.15                       # energy parameter of vacuum functions


def crystal_potential(x):
    return -U - 2 * VG * np.cos(2 * np.pi * x / a)


@lru_cache(maxsize=None)
def cell_matrix(energy):
    """Carry (psi, psi') across one layer by direct integration."""
    def rhs(x, y):
        f = 2 * (-U - 2 * VG * np.cos(2 * np.pi * x / a) - energy)
        return [y[1], f * y[0], y[3], f * y[2]]
    y = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-12, atol=1e-13).y[:, -1]
    return np.array([[y[0], y[2]], [y[1], y[3]]])


def decaying_solution(energy):
    """Bloch factor per layer and logarithmic slope at the crystal edge."""
    m = cell_matrix(energy)
    c = 0.5 * (m[0, 0] + m[1, 1])
    factor = c + np.sqrt(c * c - 1)
    return factor, (factor - m[0, 0]) / m[0, 1]


def decay_constant(energy):
    return np.sqrt(-2 * energy)


# Gap edges and the surface state of one semi-infinite crystal
centre = -U + 0.5 * (np.pi / a) ** 2
gap_low = brentq(lambda e: cell_matrix(e)[1, 0], centre - 1.5 * VG, centre,
                 xtol=1e-13)
gap_high = brentq(lambda e: cell_matrix(e)[0, 1], centre, centre + 1.5 * VG,
                  xtol=1e-13)
inside = (gap_low + 1e-4, gap_high - 1e-4)
assert gap_high < 0


def matched_energy(vacuum_slope):
    return brentq(lambda e: decaying_solution(e)[1] - vacuum_slope(e),
                  *inside, xtol=1e-14, rtol=1e-13)


E0 = matched_energy(decay_constant)
kappa = decay_constant(E0)
bloch, slope0 = decaying_solution(E0)
q = -np.log(abs(bloch)) / a


def norm_rhs(x, y):
    return [y[1], 2 * (crystal_potential(x) - E0) * y[0], y[0] ** 2]


one_cell = solve_ivp(norm_rhs, (0, a), [1, slope0, 0], method="DOP853",
                     rtol=1e-12, atol=1e-13).y[2, -1]
crystal_norm = one_cell / (1 - bloch ** 2)
B2 = 1 / (crystal_norm + 1 / (2 * kappa))
prefactor = 2 * kappa * B2

# Slope of the logarithmic derivative against the norm integral
h = 1e-4
slope_rate = (decaying_solution(E0 + h)[1]
              - decaying_solution(E0 - h)[1]) / (2 * h)
assert abs(slope_rate / (2 * crystal_norm) - 1) < 1e-3
samples = [decaying_solution(e)[1] for e in np.linspace(*inside, 12)]
assert np.all(np.diff(samples) > 0)


def exact_vacuum_splitting(w):
    """Two semi-infinite crystals facing each other, matched exactly."""
    bonding = matched_energy(
        lambda e: decay_constant(e) * np.tanh(decay_constant(e) * w / 2))
    antibonding = matched_energy(
        lambda e: decay_constant(e) / np.tanh(decay_constant(e) * w / 2))
    return antibonding - bonding


def width_for(splitting):
    return np.log(prefactor / splitting) / kappa


check_widths = (10.0, 14.0, 18.0)
exact_splittings = [exact_vacuum_splitting(w) for w in check_widths]
for w, exact in zip(check_widths, exact_splittings):
    assert abs(prefactor * np.exp(-kappa * w) / exact - 1) < 5e-3
w_star = width_for(TARGET)
w_exact = brentq(lambda w: np.log(exact_vacuum_splitting(w) / TARGET),
                 10, 22, xtol=1e-6)
assert abs(w_star - w_exact) < 0.01


def isolated_film(layers):
    """Surface-state pair of one film in endless vacuum, by integration."""
    def mismatch(e):
        k = decay_constant(e)
        end = np.linalg.matrix_power(cell_matrix(e), layers) @ [1.0, k]
        return end[1] + k * end[0]
    return np.array([brentq(mismatch, E0 - 0.02, E0, xtol=1e-14),
                     brentq(mismatch, E0, E0 + 0.02, xtol=1e-14)])


def nearest_pair(levels):
    return np.sort(levels[np.argsort(abs(levels - E0))[:2]])


def repeated_slab(layers, w, k_fraction=0.0, nmax=None):
    """Plane-wave diagonalization; k is k_fraction times pi / L."""
    d = layers * a
    period = d + w
    if nmax is None:
        nmax = int(20 * period / (2 * np.pi))
    n = np.arange(-nmax, nmax + 1)
    g = 2 * np.pi * (n[:, None] - n[None, :]) / period
    G = 2 * np.pi / a

    def window(x):
        return d * np.sinc(x * d / (2 * np.pi))

    ham = (-U * window(g) - VG * (-1) ** layers
           * (window(g - G) + window(g + G))) / period
    k = k_fraction * np.pi / period
    ham[np.diag_indices_from(ham)] += 0.5 * (k + 2*np.pi*n/period) ** 2
    return nearest_pair(np.linalg.eigvalsh(ham))


def film_lapw(layers, excess, nmax):
    """Plane waves continued by u and its energy derivative in vacuum."""
    half_d = layers * a / 2
    half_D = half_d + MARGIN
    period = 2 * half_D + excess
    x, wt = np.polynomial.legendre.leggauss(220)
    z = np.concatenate([half_d * (x + 1) / 2,
                        half_d + MARGIN * (x + 1) / 2])
    weight = np.concatenate([half_d * wt / 2, MARGIN * wt / 2])
    pot = np.where(z < half_d, crystal_potential(z - half_d), 0.0)
    kv = np.sqrt(-2 * E_VAC)

    def tail(c0, c1):
        """Integrals of (c0 + c1 s)(c0' + c1' s) exp(-2 kv s), s > 0."""
        b = 2 * kv
        return (np.outer(c0, c0) / b + (np.outer(c0, c1)
                + np.outer(c1, c0)) / b**2 + 2 * np.outer(c1, c1) / b**3)

    levels = []
    for even in (True, False):
        g = 2 * np.pi * np.arange(0 if even else 1, nmax + 1) / period
        points = np.append(z, half_D)
        co, si = np.cos(np.outer(g, points)), np.sin(np.outer(g, points))
        f = co if even else si
        df = -g[:, None] * si if even else g[:, None] * co
        value, slope = f[:, -1], df[:, -1]
        f, df = f[:, :-1], df[:, :-1]
        c1 = slope + kv * value
        overlap = (f * weight) @ f.T + tail(value, c1)
        ham = (0.5 * (df * weight) @ df.T + (f * weight * pot) @ f.T
               + 0.5 * tail(slope, -kv * c1))
        levels.append(eigh(ham, overlap, eigvals_only=True))
    return nearest_pair(np.concatenate(levels))


# Film of the worked example: integration against plane waves
pair = isolated_film(LAYERS)
wide = repeated_slab(LAYERS, 40.0)
assert np.all(abs(wide - pair) * MEV < 0.4)
assert abs(np.diff(wide)[0] / np.diff(pair)[0] - 1) < 0.02
through_film = np.diff(pair)[0]
at_w_star = np.diff(repeated_slab(LAYERS, w_star))[0]

# Alternating chain law in a thicker repeated slab
CHAIN = 12
Ds = np.diff(isolated_film(CHAIN))[0]
chain = [np.diff(repeated_slab(CHAIN, w_star, f))[0] for f in (0, 0.5, 1)]
expected_ends = sorted([abs(Ds - TARGET), Ds + TARGET])
assert np.allclose(sorted([chain[0], chain[2]]), expected_ends,
                   rtol=0, atol=0.04 / MEV)
assert abs(chain[1] - np.hypot(Ds, TARGET)) * MEV < 0.04
layer_ratio = np.diff(isolated_film(CHAIN + 1))[0] / Ds
assert abs(layer_ratio / abs(bloch) - 1) < 0.02

# Thickness and vacuum that together bring the total down to the target
thick = CHAIN
while np.diff(isolated_film(thick))[0] >= TARGET:
    thick += 1
Ds_thick = np.diff(isolated_film(thick))[0]
w_total = width_for(TARGET - Ds_thick)
total = max(np.diff(repeated_slab(thick, w_total, f))[0] for f in (0, 1))
assert abs(total - TARGET) * MEV < 0.04

# Functions needed for equal accuracy in both geometries
ERROR = 5.0 / MEV
film_period = LAYERS * a + 2 * MARGIN + EXCESS
slab_period = LAYERS * a + w_star


def functions_needed(solver, period):
    nmax = int(3 * period / (2 * np.pi))
    while np.mean(solver(nmax)) - np.mean(pair) > ERROR:
        nmax += 1
        assert nmax < 150
    return 2 * nmax + 1


need_film = functions_needed(
    lambda n: film_lapw(LAYERS, EXCESS, n), film_period)
need_slab = functions_needed(
    lambda n: repeated_slab(LAYERS, w_star, 0, n), slab_period)
WIDE = 40.0
wide_period = LAYERS * a + WIDE
need_wide = functions_needed(
    lambda n: repeated_slab(LAYERS, WIDE, 0, n), wide_period)
# 15 percent: integer counts and the edge resolution of the film basis
assert abs(need_slab / need_film / (slab_period / film_period) - 1) < 0.15
assert abs(need_wide / need_film / (wide_period / film_period) - 1) < 0.15
bad = film_lapw(LAYERS, 0.0, (need_film - 1) // 2)
bad_error = np.mean(bad) - np.mean(pair)
assert bad_error > 5 * ERROR

# Three-dimensional count for a square surface cell
SIDE, CUTOFF = 5.0, 4.0


def plane_wave_count(period):
    m = np.arange(-10, 11) * 2 * np.pi / SIDE
    n = np.arange(-150, 151) * 2 * np.pi / period
    g2 = (m[:, None, None]**2 + m[None, :, None]**2 + n[None, None, :]**2)
    return int(np.sum(g2 <= CUTOFF ** 2))


count_film, count_slab = map(plane_wave_count, (film_period, slab_period))
volume_film, volume_slab = (SIDE**2 * p * CUTOFF**3 / (6 * np.pi**2)
                            for p in (film_period, slab_period))
period_ratio = slab_period / film_period
assert abs(count_slab / count_film / period_ratio - 1) < 0.04
assert abs(count_film / volume_film - 1) < 0.10
assert abs(count_slab / volume_slab - 1) < 0.10

print(f"layer spacing a: {a:.1f} bohr")
print(f"mean depth U: {U:.2f} hartree; Fourier term VG: {VG:.2f} hartree")
print(f"gap edges: {gap_low:.4f} and {gap_high:.4f} hartree")
print(f"surface-state energy E0: {E0:.5f} hartree = {E0*EV:.3f} eV")
print(f"vacuum decay constant kappa: {kappa:.4f} per bohr")
print(f"Bloch factor per layer: {bloch:.4f}; decay q: {q:.4f} per bohr")
print(f"crystal norm for unit edge value: {crystal_norm:.4f} bohr")
print(f"edge density B2: {B2:.4f} per bohr")
print(f"prefactor 2 kappa B2: {prefactor:.4f} hartree")
print(f"target splitting: {TARGET:.4e} hartree = {TARGET*MEV:.1f} meV")
for w, exact in zip(check_widths, exact_splittings):
    print(f"w {w:.0f} bohr: exact {exact*MEV:.4f} meV, formula "
          f"{prefactor*np.exp(-kappa*w)*MEV:.4f} meV")
print(f"vacuum width w*: {w_star:.3f} bohr = {w_star*ANG:.2f} angstrom")
print(f"vacuum width from exact matching: {w_exact:.3f} bohr")
print(f"extra width per factor ten: {np.log(10)/kappa:.3f} bohr")
print(f"layers in example: {LAYERS}; thickness: {LAYERS*a:.1f} bohr")
print(f"film D: {LAYERS*a+2*MARGIN:.1f} bohr; "
      f"film basis period: {film_period:.1f} bohr")
print(f"repeated-slab period at w*: {slab_period:.3f} bohr")
print(f"period ratio: {period_ratio:.3f}; cube: {period_ratio**3:.3f}")
print(f"surface cell side: {SIDE:.1f} bohr; cutoff: {CUTOFF:.1f} per bohr")
print(f"3D plane waves counted: film {count_film}, slab {count_slab}")
print(f"3D volume estimate: film {volume_film:.0f}, slab {volume_slab:.0f}")
print(f"3D counted ratio: {count_slab/count_film:.3f}")
print(f"vacuum energy parameter: {E_VAC:.2f} hartree")
print(f"1D functions for {ERROR*MEV:.0f} meV error: film {need_film}, "
      f"slab {need_slab}")
print(f"1D needed ratio at w*: {need_slab/need_film:.3f}")
print(f"1D functions at vacuum {WIDE:.0f} bohr: {need_wide}")
print(f"1D needed ratio there: {need_wide/need_film:.3f}; "
      f"period ratio: {wide_period/film_period:.3f}")
print(f"film error if basis period equals D: {bad_error*MEV:.1f} meV")
print(f"{LAYERS} layers, isolated film splitting: {through_film*MEV:.3f} meV")
print(f"{LAYERS} layers, slab splitting at w*, k=0: {at_w_star*MEV:.3f} meV")
print(f"{CHAIN} layers, isolated film splitting: {Ds*MEV:.3f} meV")
print(f"{CHAIN} layers at w*, k=0: {chain[0]*MEV:.3f} meV")
print(f"{CHAIN} layers at w*, k=pi/2L: {chain[1]*MEV:.3f} meV")
print(f"{CHAIN} layers at w*, k=pi/L: {chain[2]*MEV:.3f} meV")
print(f"splitting ratio for one more layer: {layer_ratio:.4f}")
print(f"fewest layers with film splitting below target: {thick}")
print(f"film splitting there: {Ds_thick*MEV:.3f} meV")
print(f"vacuum for total at target: {w_total:.3f} bohr = "
      f"{w_total*ANG:.2f} angstrom")
print(f"largest total splitting found there: {total*MEV:.3f} meV")
for layers in (1, 5, 9, 15, 30):
    ratio = (layers*a + w_star) / (layers*a + 2*MARGIN + EXCESS)
    print(f"period ratio for {layers} layers at w*: {ratio:.3f}")
print("finished without a failed check")
```

Printed output:

```
layer spacing a: 4.0 bohr
mean depth U: 0.45 hartree; Fourier term VG: 0.12 hartree
gap edges: -0.2671 and -0.0277 hartree
surface-state energy E0: -0.17822 hartree = -4.850 eV
vacuum decay constant kappa: 0.5970 per bohr
Bloch factor per layer: -0.5495; decay q: 0.1497 per bohr
crystal norm for unit edge value: 3.1804 bohr
edge density B2: 0.2489 per bohr
prefactor 2 kappa B2: 0.2972 hartree
target splitting: 3.6749e-05 hartree = 1.0 meV
w 10 bohr: exact 20.6505 meV, formula 20.6490 meV
w 14 bohr: exact 1.8956 meV, formula 1.8956 meV
w 18 bohr: exact 0.1740 meV, formula 0.1740 meV
vacuum width w*: 15.071 bohr = 7.98 angstrom
vacuum width from exact matching: 15.071 bohr
extra width per factor ten: 3.857 bohr
layers in example: 9; thickness: 36.0 bohr
film D: 40.0 bohr; film basis period: 42.0 bohr
repeated-slab period at w*: 51.071 bohr
period ratio: 1.216; cube: 1.798
surface cell side: 5.0 bohr; cutoff: 4.0 per bohr
3D plane waves counted: film 1145, slab 1381
3D volume estimate: film 1135, slab 1380
3D counted ratio: 1.206
vacuum energy parameter: -0.15 hartree
1D functions for 5 meV error: film 69, slab 87
1D needed ratio at w*: 1.261
1D functions at vacuum 40 bohr: 129
1D needed ratio there: 1.870; period ratio: 1.810
film error if basis period equals D: 332.8 meV
9 layers, isolated film splitting: 36.958 meV
9 layers, slab splitting at w*, k=0: 37.958 meV
12 layers, isolated film splitting: 6.132 meV
12 layers at w*, k=0: 5.131 meV
12 layers at w*, k=pi/2L: 6.213 meV
12 layers at w*, k=pi/L: 7.133 meV
splitting ratio for one more layer: 0.5495
fewest layers with film splitting below target: 16
film splitting there: 0.559 meV
vacuum for total at target: 16.443 bohr = 8.70 angstrom
largest total splitting found there: 1.000 meV
period ratio for 1 layers at w*: 1.907
period ratio for 5 layers at w*: 1.349
period ratio for 9 layers at w*: 1.216
period ratio for 15 layers at w*: 1.137
period ratio for 30 layers at w*: 1.072
finished without a failed check
```
